# Screening of Koopmans corrections for extended Wannier orbitals, with the first correction

## The decision

A Koopmans-compliant band calculation needs a screening coefficient $\alpha$ for each Wannier orbital. One can compute it by linear response, orbital by orbital, or set it to $1/\varepsilon_\infty$, the inverse electronic dielectric constant. The second choice is free, and it is justified if the orbital is wide enough. The questions are how wide, and what error the valence band inherits. In the model example below the shortcut gives a shift of $-0.36$ eV where the model's full formula gives $-0.46$ eV.

The setting is a cubic, closed-shell insulator with fixed nuclei and equivalent valence Wannier orbitals. The functional is KI (Koopmans integral) built on exchange-only local spin density. Formulas are in Hartree atomic units.

A given crystal's Wannier orbital has a definite spread. The limit of an extended orbital therefore runs over a family of trial densities, with the crystal's density and response held fixed. The crystal is made infinite first: the wavevectors that matter, $q\sim1/\sigma$ for an orbital of width $\sigma$, must stay far above the inverse crystal size.

## The shift of a filled orbital

Let $E(f)$ be the energy when orbital $i$, with normalized density $n_i$, has occupation $f$ and all orbitals are frozen. KI replaces the curved $E(f)$ by a straight line, scaled by $\alpha$:

$$\Pi(f)=\alpha\,[E(0)-E(f)+f\,(E(1)-E(0))].$$

To second order, $E=a+bf+\tfrac12Kf^2$ with $K=\langle n_i|f_{\rm Hxc}|n_i\rangle$, where $f_{\rm Hxc}$ is the Coulomb plus exchange kernel. The constant and linear parts cancel, leaving

$$\Pi=\tfrac12\alpha K f(1-f).$$

With $\alpha$ held fixed, vary the orbital density $f n_i$. Changes of $K$ are multiplied by $f(1-f)$, which vanishes at $f=1$. What remains is $\tfrac12\alpha K(1-2f)\,\delta f=-\tfrac12\alpha K\,\delta f$, so the potential on a filled orbital is a constant. For equivalent orbitals it is the same constant times the identity in the valence space, and every valence band moves by

$$\Delta\epsilon=-\tfrac12\alpha K. \tag{1}$$

The coefficient $\alpha$ must turn the frozen curvature $K$ into the relaxed one. Treat the change $\delta=f-1$ as a frozen charge $\delta\,n_i$ to which all electrons respond. Their energy is stationary, so $dE/d\delta$ contains only the explicit dependence on $\delta$: a constant plus $\langle n_i|v_{\rm Hxc}\rangle$. The charge acts on the electrons with the potential $\delta f_{\rm Hxc}n_i$ and induces the density $\delta\,\chi f_{\rm Hxc}n_i$. Differentiating once more,

$$\alpha K=\langle n_i|f_{\rm Hxc}+f_{\rm Hxc}\,\chi f_{\rm Hxc}|n_i\rangle,\qquad \chi=(1-\chi_0f_{\rm Hxc})^{-1}\chi_0. \tag{2}$$

Here $\chi_0$ is the response of independent electrons. The form of $\chi$ follows from $\delta n=\chi_0(v_{\rm ext}+f_{\rm Hxc}\delta n)$.

## Gaussian integrals

Take the density $n_i$ to be Gaussian. This is a trial envelope, not the density of an actual Wannier orbital: a real orbital with this density would be a nodeless Gaussian, and such orbitals on neighbouring sites would not be orthogonal. Variation within the cell is considered later. With variance $\sigma^2$ per axis the spread is $\Omega=3\sigma^2$, and the Fourier transform of $n_i$ is $e^{-q^2\sigma^2/2}$. The Coulomb self-energy is

$$J=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{-q^2\sigma^2}=\frac2\pi\int_0^\infty\! e^{-q^2\sigma^2}dq=\frac{1}{\sqrt\pi\,\sigma}.$$

A kernel $(4\pi/q^2)A(q)$ therefore gives $J\langle A\rangle$, with

$$\langle A\rangle=\frac{2\sigma}{\sqrt\pi}\int_0^\infty e^{-q^2\sigma^2}A(q)\,dq,\qquad \langle q^2\rangle=\frac1{2\sigma^2},\quad\langle q^4\rangle=\frac3{4\sigma^4}.$$

The exchange energy density is $c_xn_s^{4/3}$ for each spin density $n_s$, with $c_x=-\tfrac32(3/4\pi)^{1/3}$. Two derivatives give $f_x=\tfrac49c_xn_s^{-2/3}$, evaluated here at a uniform $n_s$. It acts between equal spins only. Writing $f_x=(4\pi/q^2)(2hq^2)$ with $h=f_x/8\pi<0$,

$$K=J\,(1+2h\langle q^2\rangle)=J\,(1+h/\sigma^2). \tag{3}$$

## Response in two channels

For a potential equal on both spins, take the model

$$\chi_0(q)=-\frac{q^2}{4\pi}\,\frac1{g+\kappa q^2},\qquad g=\frac1{\varepsilon_\infty-1},\quad \kappa=\frac1{k_{\rm TF}^2}.$$

As $q\to0$ it vanishes like $q^2$, as an insulator requires. In that limit $1-(4\pi/q^2)\chi_0\to1+1/g=\varepsilon_\infty$, and exchange does not alter this because $f_x\chi_0\to0$. For $g\to0$ the model becomes the Thomas–Fermi response $-k_{\rm TF}^2/4\pi$.

A spin-up density is half a charge disturbance and half a spin disturbance: $(1,0)=\tfrac12(1,1)+\tfrac12(1,-1)$. With $v=4\pi/q^2$, the kernel matrix has $v+f_x$ on the diagonal and $v$ off it. Its eigenvalues are $2v+f_x$ for charge and $f_x$ for spin. Each spin responds with $\chi_0/2$. An eigenvalue $\lambda$ contributes $\lambda/2$ to the bare kernel of the spin-up density, and its relaxation is

$$\frac12\,\frac{\lambda^2\chi_0/2}{1-\lambda\chi_0/2}=\frac{(\lambda/2)^2\chi_0}{1-(\lambda/2)\chi_0}.$$

For charge, $\lambda/2=(4\pi/q^2)(1+hq^2)$; for spin, $\lambda/2=4\pi h$. Define $\eta=\kappa+h$, $S=1-1/\varepsilon_\infty$ and $G=1+g=1/S$. The denominators are

$$1+\frac{1+hq^2}{g+\kappa q^2}=\frac{G+\eta q^2}{g+\kappa q^2},\qquad 1+\frac{hq^2}{g+\kappa q^2}=\frac{g+\eta q^2}{g+\kappa q^2}.$$

The factor $g+\kappa q^2$ cancels against $\chi_0$. Dividing the bare plus relaxation terms by (3),

$$\alpha=1-\frac{\left\langle\dfrac{(1+hq^2)^2}{G+\eta q^2}\right\rangle+\left\langle\dfrac{h^2q^4}{g+\eta q^2}\right\rangle}{1+2h\langle q^2\rangle}. \tag{4}$$

We take $\eta>0$; for $\eta<0$ the spin denominator vanishes at some $q$ and the unpolarized state is unstable. With $h=0$, a very compact orbital has $\alpha\to1$: the large wavevectors that dominate its self-energy are not screened. With $h<0$ formula (4) cannot be followed that far: $K$ in (3) vanishes at $\sigma^2=-h$, and the kernel at uniform $n_s$ loses its meaning once the orbital's peak density exceeds $n_s$. For the parameters of the example below, that happens for $\sigma<1.62$ bohr, and (4) gives a negative $\alpha$ at $\sigma=0.8$ bohr.

## The limit and its first correction

For large $\sigma$ the Gaussian weight confines $q$ to about $1/\sigma$, so the integrands may be expanded. The resulting series in $1/\sigma^2$ is asymptotic, not convergent, because the moments $\langle q^{2k}\rangle$ grow factorially; only its first terms are useful. Since $1/G=S$,

$$\frac{(1+hq^2)^2}{G+\eta q^2}=S+S(2h-S\eta)q^2+S(h-S\eta)^2q^4+\dots$$

The spin term starts at $h^2q^4/g$. To first order in $m=\langle q^2\rangle$,

$$\alpha=1-[S+S(2h-S\eta)m](1-2hm)=1-S+[-2hS+S^2\eta+2hS]\,m.$$

The terms linear in $h$ alone cancel, and

$$\boxed{\;\alpha=\frac1{\varepsilon_\infty}+\frac{S^2\eta}{2\sigma^2}+O(\sigma^{-4})=\frac1{\varepsilon_\infty}+\frac{3S^2\eta}{2\Omega}+O(\Omega^{-2})\;} \tag{5}$$

In this model the limit is approached from above. Finite-$q$ screening is weaker than macroscopic screening, which gives the $\kappa$ in $\eta$; exchange reduces the coefficient through $h<0$.

The next term shows where (5) can be used. With $\langle q^4\rangle=3m^2$ and $1/(1+2hm)=1-2hm+4h^2m^2$, the $m^2$ part of the fraction in (4) is

$$3S(h-S\eta)^2+\frac{3h^2}g-2hS(2h-S\eta)+4h^2S.$$

The last two terms add to $2hS^2\eta$. Hence

$$\alpha^{(2)}=-\frac{1}{4\sigma^4}\left[3S(h-S\eta)^2+\frac{3h^2}{g}+2hS^2\eta\right]. \tag{6}$$

The factor $1/g=\varepsilon_\infty-1$ matters: the spin denominator may be expanded only if $\eta q^2\ll g$, so a strongly polarizable insulator needs a wider orbital.

Inserting (3) and (5) in (1) gives the band shift,

$$\Delta\epsilon=-\frac1{2\sqrt\pi\,\sigma\,\varepsilon_\infty}\left[1+\frac{h+\tfrac12\varepsilon_\infty S^2\eta}{\sigma^2}+\dots\right]. \tag{7}$$

The coefficient tends to a constant, but the correction itself disappears as $1/\sigma$.

## What survives in a real crystal

A crystal orbital's density also varies within the cell. Its Fourier transform then has narrow packets around each reciprocal vector $\mathbf G$. Away from $\mathbf G=0$ the Coulomb kernel is finite, so those packets contribute in proportion to $\int n_i^2\propto\sigma^{-3}$, as local exchange does, against $J\propto\sigma^{-1}$. For a density factor $1+\cos Gx$, two packets of amplitude $\tfrac12$ add $(2\pi/G^2)\int n_i^2$. Because $4\pi\int n_i^2=J/(2\sigma^2)$, the relative excess is $1/(4G^2\sigma^2)$. For a period of 5 bohr and $\sigma=8$ bohr this is $0.0025$, as the numerical check confirms.

Screening also couples the long-wave packet to the others, but that coupling grows no faster than $1/q$: a constant potential induces no density in an insulator, so the response linking $q$ to $\mathbf G\neq0$ vanishes at least linearly in $q$, and it is multiplied by one factor $4\pi/q^2$. Power counting bounds its contribution by $\sigma^{-2}$, smaller than $J$ by $1/\sigma$. The $1/q$ part is odd in $\mathbf q$ and averages to zero against an even envelope, which leaves order $\sigma^{-3}$. What remains is the $1/q^2$ part of the screened interaction. Its coefficient is $1/\varepsilon_\infty$ by definition, local fields included, and in a cubic crystal it is the same in all directions.

The limit is thus more general than the model, but the first correction is not. A cubic lattice of polarizable points, with Coulomb interactions only and polarizability $3/8\pi$ times the cell volume, has $\varepsilon_\infty=(1+2\cdot\tfrac12)/(1-\tfrac12)=4$, so $1/\varepsilon_\infty=0.25$, from the Clausius–Mossotti relation. On a coarse midpoint grid of wavevectors the computed $\alpha$ is $0.2471$, $0.2493$ and $0.2498$ for $\sigma=2$, 4 and 8 lattice constants. The grid undercounts the $1/q^2$ weight near $q=0$ and so overstates the size of the deviation from $0.25$; only its sign and scaling should be read from these numbers. The deviation again falls about fourfold per doubling, but from below. Even the sign of the coefficient depends on the microscopic response.

## Worked example

Take $\varepsilon_\infty=10$, an electron-gas radius $r_s=2$ bohr and $\Omega=12$ bohr², so $\sigma=2$ bohr. These are round model parameters, and the spread is generous for them. With oscillator strengths $f_j$ per electron at excitation energies $\omega_j$, $\sum f_j=1$ and $\sum f_j/\omega_j^2=(\varepsilon_\infty-1)/\omega_p^2$, where $\omega_p^2=3/r_s^3$. The gauge-invariant part of the spread per orbital is $\Omega_I=\tfrac32\sum f_j/\omega_j$, so the Cauchy–Schwarz inequality gives $\Omega_I\le3\sqrt{\varepsilon_\infty-1}/(2\omega_p)=7.35$ bohr². Maximal localization minimizes the excess of $\Omega$ over $\Omega_I$, so such orbitals are expected near or below the narrow end of the table, not in its wide rows. At $\Omega=7.35$ bohr² the Gaussian's peak is already 1.11 times the spin density, outside the range of the model.

- The spin density is $n_s=\tfrac12\cdot3/(4\pi r_s^3)=0.01492$ bohr⁻³. The orbital's peak density is 0.53 of this, so the orbital can be removed without making the density negative.
- With $k_F=(6\pi^2n_s)^{1/3}=0.960$ bohr⁻¹, $k_{\rm TF}=\sqrt{4k_F/\pi}=1.105$ bohr⁻¹ and $\kappa=0.8185$ bohr².
- From $f_x=-6.824$ hartree bohr³, $h=-0.2715$ bohr² and $\eta=0.5470$ bohr².
- $J=7.676$ eV, and $K=7.676\times(1-0.2715/4)=7.155$ eV.

The two averages in (4) are $0.8027$ for charge and $0.0094$ for spin, so

$$\alpha=1-\frac{0.8027+0.0094}{0.9321}=0.129,$$

$$\Delta\epsilon=-\tfrac12\times0.1287\times7.155\ \text{eV}=-0.46\ \text{eV}\quad(-0.017\ \text{hartree}).$$

Setting $\alpha=1/\varepsilon_\infty$ gives $-0.36$ eV, 22% too small in magnitude relative to the full model estimate. Formula (5) gives $\alpha=0.155$, which is 21% too large. At this spread the first correction hardly helps, and (6) shows why. The bracket is about $3.3$ bohr⁴, so $\alpha^{(2)}\approx-0.83/\sigma^4$, against a first correction of $0.22/\sigma^2$ (with $\sigma$ in bohr). Their ratio is about $3.8/\sigma^2$ in magnitude, close to one at $\sigma=2$ bohr. The expansion is not usable there: adding (6) to (5) overshoots to $0.103$, about 20% too small.

| $\sigma$ (bohr) | $\alpha$ from (4) | $\alpha$ from (5) | shift (eV) |
|---|---|---|---|
| 2 | 0.129 | 0.155 | −0.46 |
| 3 | 0.118 | 0.125 | −0.29 |
| 4 | 0.111 | 0.114 | −0.21 |
| 10 | 0.1021 | 0.1022 | −0.078 |

By $\sigma=4$ bohr, formula (5) is within about 2% of (4), while $1/\varepsilon_\infty$ is still 10% low.

Exchange is only 7% of $J$ in size, yet dropping it from the kernel changes $\alpha$ from $0.129$ to $0.167$ and the shift to $-0.64$ eV. Here $\alpha$ is the small remainder of one minus $0.87$, so modest changes in the fraction matter.

For the frozen term, the quadratic expansion is a small source of error. Removing the whole orbital at once gives an unscreened shift of $-3.56$ eV, against $-3.58$ eV from $-K/2$, a difference of 0.6% of the latter. The Hartree part is exactly quadratic, so the whole difference comes from exchange, whose part changes by 8%, from $+0.26$ to $+0.28$ eV. This comparison does not test the quadratic approximation in the relaxed curvature that fixes $\alpha$. The other model choices matter more than the digits shown. At $\sigma=2$ bohr, adding local-spin-density correlation to the kernel gives $\alpha=0.144$ and $-0.52$ eV. Adding $q^4/4\omega_p^2$ to the denominator of $\chi_0$, as the f-sum rule requires at large $q$, gives $0.14$ and $-0.51$ eV. Taking $\kappa\approx1.2$ bohr², the slope found for silicon with an empirical pseudopotential and no local fields, gives $0.157$ and $-0.56$ eV. Each change raises $\alpha$, so the error of the shortcut grows from 22% to about 30–36%. The effect of the uniform background is not estimated here. For an orbital this compact, $\alpha$ should be computed by linear response.

## Table of computed values

```
eps_inf = 10.0, 1/eps_inf = 0.1000, S = 0.9000
r_s = 2.00 bohr, spread = 12.00 bohr^2, sigma = 2.0000 bohr
spin density n_s = 0.014921 bohr^-3
orbital peak density / n_s = 0.5319
Fermi wavevector = 0.9596 bohr^-1
Thomas-Fermi wavevector = 1.1053 bohr^-1
g = 0.1111, G = 1/S = 1.1111
exchange kernel f_x = -6.8237 hartree bohr^3
kappa = 0.8185, h = -0.2715, eta = 0.5470 bohr^2
mean q^2 = 0.1250 bohr^-2
Coulomb self-energy J = 7.6762 eV
J from Gaussian-basis integral = 7.6762 eV
exchange part of K = -0.5210 eV
K = 7.1552 eV
unscreened shift, quadratic = -3.5776 eV
unscreened shift, finite removal = -3.5577 eV
charge relaxation average = 0.80272
spin relaxation average = 0.00942
denominator 1+2h<q^2> = 0.93212
alpha = 0.1287
alpha, Hartree kernel only = 0.1666
alpha, large-orbital formula = 0.1554
VALENCE-BAND SHIFT = -0.4605 eV = -0.01692 hartree
shift, Hartree kernel only = -0.6396 eV
shift if alpha = 1/eps_inf = -0.3578 eV
spread (bohr^2) | sigma (bohr) | alpha | large-orbital alpha | shift (eV)
     12.0 |   2.0 | 0.12872 | 0.15538 | -0.46050
     27.0 |   3.0 | 0.11794 | 0.12461 | -0.29268
     48.0 |   4.0 | 0.11144 | 0.11385 | -0.21022
    108.0 |   6.0 | 0.10561 | 0.10615 | -0.13409
    300.0 |  10.0 | 0.10214 | 0.10222 | -0.07819
   1200.0 |  20.0 | 0.10055 | 0.10055 | -0.03857
  10800.0 |  60.0 | 0.10006 | 0.10006 | -0.01280
(alpha-1/eps_inf) sigma^2 at sigma = 60 bohr: 0.22130 bohr^2
predicted coefficient S^2 eta/2 = 0.22153 bohr^2
lattice SCF curvature: bare 0.722526, relaxed 0.701987, response formula 0.701987 (hopping units)
modulated density, period 5 bohr: relative excess of J
  sigma = 4.0 bohr: 0.010422
  sigma = 8.0 bohr: 0.002486
dipole lattice: Clausius-Mossotti 1/eps = 0.25000
  sigma = 2.0 lattice constants: alpha = 0.247073
  sigma = 4.0 lattice constants: alpha = 0.249287
  sigma = 8.0 lattice constants: alpha = 0.249823
```
